# Coupled-cluster second derivatives and nuclear shieldings with gauge-including orbitals, part 2

The problem is to obtain nuclear shieldings as mixed second derivatives of the coupled-cluster energy with relaxed orbitals, in atomic units. The reference \(|0\rangle\) is a closed-shell restricted Hartree–Fock determinant; all electrons are correlated. Superscripts \(x,y\) denote derivatives at zero perturbation.

With excitation operators \(\tau_\mu\) and projection states \(\langle\mu|\), \(T=\sum_\mu t_\mu\tau_\mu\), \(\langle0|\Lambda=\sum_\mu\lambda_\mu\langle\mu|\), \(\langle L|=\langle0|(1+\Lambda)\) and \(\bar A=e^{-T}Ae^{T}\). The amplitudes obey \(\langle\mu|\bar H|0\rangle=0\). The Jacobian and multiplier equation are

\[ J_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|0\rangle,\qquad \langle L|[\bar H,\tau_\nu]|0\rangle=0 . \tag{13} \]

In orthonormal orbitals, with \(E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}\),

\[ H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}g_{pqrs}\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma},\qquad g_{pqrs}=g_{rspq}, \tag{16} \]

where \(g_{pqrs}=(pq|rs)\). Occupied–virtual rotations \(K=\sum\kappa_{pq}E_{pq}\) give \(H\to e^{-K}He^{K}\); \([H,K]\) has integrals

\[ h'=h\kappa-\kappa h,\qquad g'_{pqrs}=\sum_t\left(g_{ptrs}\kappa_{tq}-\kappa_{pt}g_{tqrs}+g_{pqrt}\kappa_{ts}-\kappa_{rt}g_{pqts}\right). \tag{17} \]

The Fock functional (\(k\) occupied) is

\[ f_{pq}[H]=h_{pq}+\sum_k\left(2g_{pqkk}-g_{pkkq}\right). \tag{18} \]

The multipliers \(\zeta\) impose \(f_{ia}=f_{ai}=0\) (\(i\) occupied, \(a\) virtual). Define \(\ell[A]=\ell_{\rm CC}[A]+\sum\zeta_{pq}f_{pq}[A]\), \(\ell_{\rm CC}[A]=\langle L|\bar A|0\rangle\). The first derivative is \(\ell[H^x]\). With \(m,n\) labelling pairs \(ai,ia\),

\[ A_{nm}=f_n\big[[H,E_m]\big],\qquad \sum_n\zeta_nA_{nm}=-\ell_{\rm CC}\big[[H,E_m]\big], \tag{21} \]

\[ H^{(y)}=H^y+[H,K^y]. \tag{22} \]

\[ \sum_mA_{nm}\kappa^y_m=-f_n[H^y],\qquad \sum_\nu J_{\mu\nu}t^y_\nu=-\langle\mu|\bar H^{(y)}|0\rangle . \tag{23} \]

\[ \sum_\mu\lambda^y_\mu J_{\mu\nu}=-\langle L|\big[\bar H^{(y)}+[\bar H,T^y],\tau_\nu\big]|0\rangle . \tag{24} \]

\[ \ell^y_{\rm CC}[A]=\langle L|[\bar A,T^y]|0\rangle+\langle0|\Lambda^y\bar A|0\rangle,\qquad \ell^y[A]=\ell^y_{\rm CC}[A]+\sum_n\zeta^y_nf_n[A]. \tag{25} \]

\[ \sum_n\zeta^y_nA_{nm}=-\ell\Big[[H^y,E_m]+\tfrac12\big([[H,K^y],E_m]+[[H,E_m],K^y]\big)\Big]-\ell^y_{\rm CC}\big[[H,E_m]\big]. \tag{26} \]

The asymmetric formula is

\[ E^{xy}=\ell\big[H^{xy}+[H^x,K^y]\big]+\langle L|[\bar H^x,T^y]|0\rangle+\langle0|\Lambda^y\bar H^x|0\rangle+\sum_n\zeta^y_nf_n[H^x]. \tag{27} \]

The symmetric formula uses

\[ H^{(xy)}=H^{xy}+[H^x,K^y]+[H^y,K^x]+\tfrac12\big([[H,K^x],K^y]+[[H,K^y],K^x]\big). \tag{28} \]

\[ E^{xy}=\ell\big[H^{(xy)}\big]+\langle L|[\bar H^{(x)},T^y]+[\bar H^{(y)},T^x]+[[\bar H,T^x],T^y]|0\rangle . \tag{29} \]

Also,

\[ \langle0|\Lambda^y\bar H^{(x)}|0\rangle=\langle L|[\bar H^{(y)},T^x]+[[\bar H,T^y],T^x]|0\rangle . \tag{30} \]

For \(n_x\) perturbations \(x\) and \(n_y\) different perturbations \(y\), (29) needs \(n_x+n_y\) amplitude systems, (27) \(2n_y\).

### The magnetic Hamiltonian

Atomic units are used, in which the electron has charge \(-1\) and \(\mu_0/4\pi=\alpha^2\), with \(\alpha\) the fine-structure constant. A nuclear moment \(\mathbf m_N\) in a uniform field \(\mathbf B\) has the energy \(-\mathbf m_N\cdot\mathbf B+\sum_{ij}B_i\sigma^N_{ij}m_{Nj}\), so the shielding tensor is the mixed derivative of the electronic energy,

\[ \sigma^N_{ij}=\frac{d^2E}{dB_i\,dm_{Nj}} . \tag{31} \]

The nonrelativistic one-electron Hamiltonian is \(\tfrac12(\mathbf p+\mathbf A)^2+V\) with \(\mathbf p=-i\nabla\) and

\[ \mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf O)+\alpha^2\,\mathbf m_N\times\mathbf r_N/r_N^3,\qquad \mathbf r_N=\mathbf r-\mathbf R_N , \tag{32} \]

where \(\mathbf O\) is the gauge origin. Both potentials are divergence free, so \(\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p\). The spin Zeeman operator is proportional to the total spin, which commutes with \(H\) and annihilates a singlet. It produces no response and is left out. The coupling of the electron spin to the field of the nuclear moment is a triplet one-electron operator linear in \(\mathbf m_N\). With \(x=m\) in (27) it enters only through contraction with the unperturbed and field-perturbed densities, which belong to singlet states and have no spin-density part, so it is left out as well. Formulas (27) and (29) contain only \(H^x\), \(H^y\) and \(H^{xy}\), so terms of order \(B^2\) and \(m^2\) in the integrals can be dropped.

A gauge-including atomic orbital (GIAO) is a real basis function \(\chi_\nu\) centred at \(\mathbf R_\nu\) times a phase,

\[ \chi_\nu(\mathbf B)=e^{-i\mathbf a_\nu\cdot\mathbf r}\chi_\nu,\qquad \mathbf a_\nu=\tfrac12\mathbf B\times(\mathbf R_\nu-\mathbf O). \tag{33} \]

Since \(\mathbf p\,e^{-i\mathbf a_\nu\cdot\mathbf r}=e^{-i\mathbf a_\nu\cdot\mathbf r}(\mathbf p-\mathbf a_\nu)\), moving the phase to the left through the kinetic operator replaces \(\tfrac12\mathbf B\times(\mathbf r-\mathbf O)\) by \(\tfrac12\mathbf B\times\mathbf r_\nu\), with \(\mathbf r_\nu=\mathbf r-\mathbf R_\nu\). The phase then combines with the conjugate phase of the bra to \(e^{i(\mathbf a_\mu-\mathbf a_\nu)\cdot\mathbf r}\). By the cyclic property of the triple product the exponent is \(i\mathbf B\cdot\mathbf Q_{\mu\nu}\), and

\[ h_{\mu\nu}(\mathbf B,\mathbf m)=\langle\chi_\mu|e^{i\mathbf B\cdot\mathbf Q_{\mu\nu}}\big[\tfrac12(\mathbf p+\tfrac12\mathbf B\times\mathbf r_\nu+\mathbf A_m)^2+V\big]|\chi_\nu\rangle,\qquad \mathbf Q_{\mu\nu}=\tfrac12(\mathbf R_\mu-\mathbf R_\nu)\times\mathbf r , \tag{34} \]

with \(\mathbf A_m\) the second term of (32). The gauge origin has dropped out. The terms linear in a vector potential are \(\mathbf A\cdot\mathbf p\), with \((\mathbf B\times\mathbf r_\nu)\cdot\mathbf p=\mathbf B\cdot(\mathbf r_\nu\times\mathbf p)\) and likewise for \(\mathbf m_N\). The cross term of \(\tfrac12A^2\) is \(\tfrac12(\mathbf B\times\mathbf r_\nu)\cdot\mathbf A_m\), and for unit vectors \((\mathbf e_i\times\mathbf r_\nu)\cdot(\mathbf e_j\times\mathbf r_N)=\delta_{ij}\,\mathbf r_\nu\cdot\mathbf r_N-r_{N,i}\,r_{\nu,j}\). With \(e^{i\mathbf B\cdot\mathbf Q}=1+i\mathbf B\cdot\mathbf Q+\dots\) and \(\hat h=\tfrac12p^2+V\), the derivative integrals are

\[ S^{B_i}_{\mu\nu}=i\langle\mu|Q_i|\nu\rangle,\qquad h^{B_i}_{\mu\nu}=i\langle\mu|Q_i\hat h|\nu\rangle+\tfrac12\langle\mu|(\mathbf r_\nu\times\mathbf p)_i|\nu\rangle , \tag{35} \]

\[ g^{B_i}_{\mu\nu\lambda\sigma}=i\big[(Q_i\,\mu\nu|\lambda\sigma)+(\mu\nu|Q_i\,\lambda\sigma)\big],\qquad h^{m_j}_{\mu\nu}=\alpha^2\langle\mu|(\mathbf r_N\times\mathbf p)_j/r_N^3|\nu\rangle , \tag{36} \]

\[ h^{B_im_j}_{\mu\nu}=i\alpha^2\langle\mu|Q_i\,(\mathbf r_N\times\mathbf p)_j/r_N^3|\nu\rangle+\tfrac{\alpha^2}{2}\langle\mu|(\delta_{ij}\,\mathbf r_\nu\cdot\mathbf r_N-r_{N,i}\,r_{\nu,j})/r_N^3|\nu\rangle , \tag{37} \]

where each \(Q_i\) carries the indices of the orbital pair it multiplies. The basis functions do not depend on \(\mathbf m_N\), and the Coulomb repulsion depends on neither perturbation, so

\[ S^{m}=S^{Bm}=0,\qquad g^{m}=g^{Bm}=0 . \tag{38} \]

The matrices \(S\) and \(h\) are Hermitian for all real \(\mathbf B,\mathbf m\), so each derivative is Hermitian. The first-order matrices are purely imaginary, hence antisymmetric, and \(h^{Bm}\) is real, hence symmetric. As a limiting case, for an atom with all functions at the nucleus \(Q=0\) and \(\mathbf r_\nu=\mathbf r_N\), and a spherical density averages \((r^2-z^2)/r^3\) to \(2/(3r)\). The second term of (37) then gives the positive Lamb shielding \((\alpha^2/3)\langle1/r\rangle\) summed over electrons.

### A fixed Fock space

Part I assumed orthonormal orbitals at every perturbation strength. Let \(C\) be the real field-free coefficient matrix, \(C^{\rm T}SC=1\), and \(s=C^{\rm T}S^{B}C\) for one field component of strength \(B\). The choice \(C(B)=C(1-\tfrac12Bs)\) gives \(C(B)^\dagger S(B)C(B)=(1-\tfrac12Bs)(1+Bs)(1-\tfrac12Bs)=1+O(B^2)\), as \(s\) is Hermitian. In this basis the Hamiltonian has the form (16) with fixed creation operators. From \(C(B)^\dagger h(B,m)C(B)\), with \(h\), \(h^B\), \(h^m\) and \(h^{Bm}\) on the right sides below denoting matrices transformed with \(C\), the one-electron parts of \(H^B\), \(H^m\) and \(H^{Bm}\) are

\[ \tilde h^B=h^B-\tfrac12(sh+hs),\qquad \tilde h^m=h^m,\qquad \tilde h^{Bm}=h^{Bm}-\tfrac12(sh^m+h^ms). \tag{39} \]

The two-electron part of \(H^B\) is

\[ \tilde g^B_{pqrs}=g^B_{pqrs}-\tfrac12\sum_t\big(s_{pt}g_{tqrs}+g_{ptrs}s_{tq}+s_{rt}g_{pqts}+g_{pqrt}s_{ts}\big), \tag{40} \]

one term for each index. By (38), \(H^m\) and \(H^{Bm}\) are one-electron operators, while \(H^B\) has a two-electron part.

### The shielding formula

Choose \(x=m_{Nj}\) and \(y=B_i\) in (27). Every operator on which \(\ell\) or its derivative acts, namely \(H^{Bm}\), \([H^m,K^B]\) and \(H^m\), is then a one-electron operator. For such an operator \(f_{pq}=h_{pq}\) by (18), and

\[ \ell[A]=\sum_{pq}D_{pq}h_{pq},\qquad D_{pq}=\gamma_{pq}+\zeta_{pq},\qquad \gamma_{pq}=\langle L|\bar E_{pq}|0\rangle , \tag{41} \]

which defines the relaxed one-particle density. The last three terms of (27) are contractions of \(h^m\) with \(\gamma^{T}_{pq}=\langle L|[\bar E_{pq},T^B]|0\rangle\), \(\gamma^\Lambda_{pq}=\langle0|\Lambda^B\bar E_{pq}|0\rangle\) and \(\zeta^B_{pq}\). The first term has the one-electron matrix \(h^{Bm}+h^mu+vh^m\), by (17) and (39), with

\[ u=\kappa^B-\tfrac12s,\qquad v=-\kappa^B-\tfrac12s . \tag{42} \]

Renaming summation indices moves \(u\) and \(v\) onto the density: \(\sum_{pqt}D_{pq}h^m_{pt}u_{tq}=\sum_{pt}h^m_{pt}(Du^{\rm T})_{pt}\) and \(\sum_{pqt}D_{pq}v_{pt}h^m_{tq}=\sum_{tq}h^m_{tq}(v^{\rm T}D)_{tq}\). Collecting,

\[ D^{B_i}=Du^{\rm T}+v^{\rm T}D+\gamma^T+\gamma^\Lambda+\zeta^B . \tag{43} \]

Since \(h_{pq}=\sum_{\mu\nu}C_{\mu p}h_{\mu\nu}C_{\nu q}\), both densities go to the atomic basis as \(CDC^{\rm T}\), and

\[ \sigma^N_{ij}=\sum_{\mu\nu}D_{\mu\nu}\,h^{B_im_{Nj}}_{\mu\nu}+\sum_{\mu\nu}D^{B_i}_{\mu\nu}\,h^{m_{Nj}}_{\mu\nu}. \tag{44} \]

No quantity in (43) refers to a nucleus \(N\). Three matrices \(D^{B_i}\) are computed once, from six linear systems of amplitude dimension and six of orbital dimension, and each nucleus adds only the one-electron integrals \(h^m\) and \(h^{Bm}\) (three and nine matrices) and eighteen traces, two for each of the nine tensor elements. For \(N_{\rm n}\) nuclei, \(n_y=3\) and \(n_x=3N_{\rm n}\), so the symmetric form needs \(3+3N_{\rm n}\) amplitude systems against 6. The counts are equal for one nucleus, and the asymmetric form has fewer for two or more.

The two-electron work has not vanished; it has been confined to the three field components. The integrals \(\tilde g^B\) enter the right sides of (23), (24) and (26), and the last term of (26) contracts the field-perturbed two-particle density with unperturbed integrals.

The opposite assignment, \(x=B_i\) and \(y=m_{Nj}\), is equally valid:

\[ \sigma^N_{ij}=\ell\big[H^{Bm}+[H^B,K^m]\big]+\ell^m[H^B]. \tag{45} \]

It needs \(T^m\) and \(\Lambda^m\) for every moment component, \(6N_{\rm n}\) systems, and \(\ell^m[H^B]\) contracts \(\tilde g^B\) with a perturbed two-particle density for each of them. Two facts thus select (44): the field has three components whatever the size of the molecule, and by (38) the moment, which appears only through integrals, is the perturbation whose integrals are one-electron and need no overlap correction.

### Reality of the shielding

The first-order integrals are imaginary and the zeroth-order and bilinear ones real, so reversing both perturbations conjugates all integrals, \(H(-B,-m)=H(B,m)^*\), in the determinant basis, where the \(E_{pq}\) and \(\tau_\mu\) are real matrices. The equations for \(\kappa,t,\lambda,\zeta\) have real coefficients apart from the integrals. The conjugate of a solution at \((B,m)\) therefore solves the equations at \((-B,-m)\), and by local uniqueness it is the solution there:

\[ E(-B,-m)=E(B,m)^* . \tag{46} \]

Comparing Taylor coefficients, derivatives of even total order are real and those of odd order are imaginary. The shielding is real. The same argument makes \(\kappa^B,t^B,\lambda^B,\zeta^B\) and \(D^B\) imaginary, and \(\kappa^B\), being also anti-Hermitian, is a symmetric matrix. Because \(h^m\) is antisymmetric, only the antisymmetric part of \(D^B\) contributes to (44), and because \(h^{Bm}\) is symmetric, only the symmetric part of \(D\).

The first derivative \(dE/dm=\sum D_{pq}h^m_{pq}=\tfrac12\sum(D_{pq}-D_{qp})h^m_{pq}\) is imaginary. For a method whose energy is an expectation value it must also be real and so vanishes. The truncated coupled-cluster energy is not an expectation value, \(D\) is real but need not be symmetric, and an imaginary first derivative can survive if the perturbation is totally symmetric in the molecular point group. It has no physical meaning and does not enter \(\sigma\).

### Origin independence

Translate the molecule by \(\mathbf d\) and shift the integration variable with it. In (34), \(\mathbf r_\nu\), \(\mathbf r_N\), \(V\) and \(\mathbf R_\mu-\mathbf R_\nu\) are unchanged, while the explicit \(\mathbf r\) in \(\mathbf Q_{\mu\nu}\) becomes \(\mathbf r+\mathbf d\). Each orbital pair acquires the constant factor \(e^{i\theta_\mu}e^{-i\theta_\nu}\) with \(\theta_\mu=\tfrac12\mathbf B\cdot(\mathbf R_\mu\times\mathbf d)\), in \(S\), \(h\) and both pairs of \(g\). Multiplying the Hartree–Fock coefficients \(C_{\nu q}\) by \(e^{i\theta_\nu}\) restores all molecular-orbital integrals, so the relaxed energy and \(\sigma\) are unchanged in any basis. The separate terms of (43), (44) and (29) do change, since \(Q\) and \(s\) do; only their sum is invariant.

With field-independent functions and a common gauge origin, one sets \(Q=0\) and replaces \(\mathbf R_\nu\) by \(\mathbf O\) in (35) and (37). Moving \(\mathbf O\) by \(\mathbf d\) subtracts the constant \(\tfrac12\mathbf B\times\mathbf d\) from \(\mathbf A\), which the exact orbitals absorb through the factor \(e^{(i/2)(\mathbf B\times\mathbf d)\cdot\mathbf r}\). To first order in \(B\) the basis can absorb this factor for every \(\mathbf d\) if the functions \(\mathbf r\chi_\nu\) lie in its span. A finite basis does not satisfy this, and \(\sigma\) may then depend on \(\mathbf O\).

### The sizes of the \(T^B\) and \(\Lambda^B\) terms

Split the relaxed Hamiltonian at finite field into its Hermitian Fock operator, which has no occupied–virtual block, and the normal-ordered fluctuation potential \(W\). At zeroth order in \(W\) the Jacobian \(J_0\) is Hermitian. At first order only doubles arise, \(t=-J_0^{-1}\langle\mu|W|0\rangle\) and \(\lambda=-\langle0|W|\mu\rangle J_0^{-1}\), so \(\Lambda_2=T_2^\dagger\). Singles arise at second order, from \(\langle\mu_1|WT_2|0\rangle\) and \(\langle0|\Lambda_2W|\mu_1\rangle\), which are conjugates, so \(\Lambda_1=T_1^\dagger\) at that order. These relations hold at every field and hence for the derivatives. Through second order the \(T^B\) term of (27) is \(\langle0|H^mT_1^B|0\rangle+\langle0|\Lambda_2[H^m,T_2^B]|0\rangle\) and the \(\Lambda^B\) term is \(\langle0|\Lambda_1^BH^m|0\rangle+\langle0|\Lambda_2^B[H^m,T_2]|0\rangle\). The singles parts are conjugates. In each doubles part the subtracted ordering reduces to \(\langle0|H^m|0\rangle\) times an overlap, because the singles in \(H^m|0\rangle\) are raised to triples that \(\Lambda_2\) cannot reach. The parts are therefore \(\langle\Lambda_2H^mT_2^B\rangle-\langle H^m\rangle\langle\Lambda_2T_2^B\rangle\) and its conjugate. Both terms are real, being products of two imaginary factors, so they are equal through second order in \(W\) and can differ only from third order on.

### Worked example: water, GIAO-CCSD/STO-3G

The molecule lies in the \(xz\) plane with oxygen at the coordinate origin, H1 at 0.96 Å on the \(+x\) side, H2 at 1.06 Å on the \(-x\) side, and the angle 104.5° bisected by \(z\). These round values were chosen to lower the symmetry to a single mirror plane. The minimal basis serves to display the formulas and is too small to predict a measured shielding; the digits below describe the model.

There are 7 orbitals, 5 occupied, so \(\binom75^2=21^2=441\) determinants with zero spin projection. The spin-orbital amplitudes number 20 singles, 20 same-spin doubles and 100 opposite-spin doubles, 140 in all, and there are \(2\times10=20\) rotations. All operators were represented as matrices in the determinant basis, the CCSD equations were solved by Newton iteration, and (13), (21), (23), (24) and (26) by direct linear algebra. Integrals containing \(Q\) or \(\mathbf r_\nu\) were obtained by writing \(\mathbf r\chi_\mu\) exactly in an auxiliary basis of Cartesian shells one unit higher in angular momentum. The energies are \(-74.95840\) hartree (RHF), \(-75.01516\) hartree (CCSD) and \(-75.01531\) hartree (lowest eigenvalue of the 441-dimensional matrix), so CCSD recovers \(-0.05677\) hartree and lies \(0.00015\) hartree above the exact value in this basis. The largest element of \(\zeta\) is \(1.2\times10^{-3}\) and that of \(D-D^{\rm T}\) is \(4.0\times10^{-5}\).

With the moment measured as \(\alpha^2m\), one atomic unit of the mixed derivative is \(\alpha^2=53.251\) ppm. Equation (44) gives, in ppm, with rows \(B_x,B_y,B_z\) and columns \(m_x,m_y,m_z\),

\[ \sigma^{\rm O}=\begin{pmatrix}308.98&0&-36.77\\0&327.60&0\\-40.75&0&312.07\end{pmatrix},\quad \sigma^{\rm H1}=\begin{pmatrix}39.16&0&1.40\\0&26.25&0\\5.42&0&31.31\end{pmatrix},\quad \sigma^{\rm H2}=\begin{pmatrix}37.27&0&-1.45\\0&26.08&0\\-4.98&0&31.77\end{pmatrix}. \]

The zeros follow from the mirror plane, which contains all nuclei. Under \(y\to-y\) an axial vector keeps its \(y\) component and reverses the other two, so elements coupling \(y\) to \(x\) or \(z\) vanish. The tensors are not symmetric, since the two indices belong to different perturbations. The isotropic value for oxygen is \((308.98+327.60+312.07)/3=316.22\) ppm, or \(316.22/53.251=5.938\) atomic units, and for H1 it is \((39.16+26.25+31.31)/3=32.24\) ppm.

The isotropic parts of the terms of (43) and (44), in ppm, are

| term | O | H1 | H2 |
|---|---|---|---|
| \(D\cdot h^{Bm}\) | 377.76 | 30.431 | 28.060 |
| \(Du^{\rm T}+v^{\rm T}D\) | −48.45 | 1.935 | 3.475 |
| \(\gamma^T\) | −6.71 | −0.062 | 0.091 |
| \(\gamma^\Lambda\) | −6.58 | −0.064 | 0.088 |
| \(\zeta^B\) | 0.20 | −0.001 | −0.005 |
| total | 316.22 | 32.239 | 31.710 |

For oxygen, \(377.76-48.45-6.71-6.58+0.20=316.22\); other columns add up to within rounding of the last digit. The \(\gamma^T\) and \(\gamma^\Lambda\) terms differ by 0.13 ppm, about 2 % of either, at this coordinate origin. Their equality through second order in \(W\) does not by itself account for this closeness: if \(W\) is scaled by a factor \(\eta\), each oxygen term divided by \(\eta^2\) tends to only about \(-1\) ppm as \(\eta\to0\), so most of both terms is of higher order. The Hartree–Fock values, from the first two terms with \(D=2\) on the occupied diagonal, are 330.19, 32.475 and 31.602 ppm. The correlation contribution for oxygen is \(316.22-330.19\approx-13.98\) ppm from the unrounded values. Of this, \(-13.29\) comes from \(\gamma^T+\gamma^\Lambda\), \(+0.20\) from \(\zeta^B\), and \(329.31-330.19\approx-0.89\) from the change of \(D\) in the first two terms. This division holds for the coordinate origin at oxygen; the separate terms change when the molecule is translated and only the total is invariant. At this origin the \(\gamma^\Lambda\) term, \(-6.58\) ppm, is nearly half of the correlation contribution for oxygen.

The symmetric formula (29) divides the same totals differently:

| term | O | H1 | H2 |
|---|---|---|---|
| \(\ell[H^{(Bm)}]\) | 336.85 | 32.448 | 31.319 |
| \([\bar H^{(m)},T^B]\) | −10.36 | −0.104 | 0.196 |
| \([\bar H^{(B)},T^m]\) | −10.35 | −0.104 | 0.196 |
| \([[\bar H,T^m],T^B]\) | 0.08 | −0.002 | −0.002 |
| total | 316.22 | 32.239 | 31.710 |

For oxygen, \(336.85-10.36-10.35+0.08=316.22\). The term with \(T^B\) is \(-10.36\) here and \(-6.71\) in the asymmetric table, because (29) contains \(H^{(m)}\) and (27) the bare \(H^m\); the difference, \(-3.64\) ppm from the unrounded values, is \(\langle L|[\overline{[H,K^m]},T^B]|0\rangle\). By (30), the last two terms sum to \(\langle0|\Lambda^B\bar H^{(m)}|0\rangle=-10.35+0.08=-10.27\) ppm, against \(-6.58\) with the bare operator. The reverse formula (45) gives the same totals. The part of it that contains \(\tilde g^B\), that is \(\ell[[G^B,K^m]]+\ell^m[G^B]\) with \(G^B\) the two-electron part of \(H^B\), is 274.35 ppm for oxygen and \(-3.84\) and \(-3.03\) ppm for the hydrogens at this coordinate origin, so it cannot be neglected in that ordering. For three nuclei the amplitude systems number 6 for (44), \(3+9=12\) for (29) and \(6\times3=18\) for (45).

The definition (31) can also be evaluated without response theory. With the integrals truncated after the terms (35) to (37), the complex RHF and CCSD equations were solved at finite strengths \(b=10^{-3}\) for the field and \(c=5\times10^{-4}\) for \(\alpha^2m\), in atomic units. The four-point central difference, reduced by (46) to two energies, is

\[ \frac{E(b,c)+E(-b,-c)-E(b,-c)-E(-b,c)}{4bc}=\frac{{\rm Re}\,E(b,c)-{\rm Re}\,E(b,-c)}{2bc}, \tag{47} \]

with an error of second order in the steps. It gives isotropic values of 316.215, 32.239 and 31.710 ppm, to be set beside 316.216 ppm from (44) for oxygen. The largest absolute difference from (44) among the 27 tensor elements is 0.0025 ppm for CCSD and 0.0029 ppm for RHF. That this remainder is step-size truncation and not rounding is a conjecture here, since the steps were not varied.

The \(y\) components of field and moment are totally symmetric under the mirror, so imaginary first derivatives are allowed. From \(\ell[H^x]\), \({\rm Im}\,dE/dB_y=5.83\times10^{-6}\) and \({\rm Im}\,dE/d(\alpha^2m_{{\rm O},y})=2.14\times10^{-5}\) atomic units, and two-point central differences with the same steps give the same three figures. The CCSD energy of this molecule in a perpendicular field is therefore complex at first order in \(B\), while its shielding is real.

Translating the molecule by \((1,2,3)\) bohr changes the GIAO tensor elements by at most \(1.3\times10^{-10}\) ppm, the level of numerical noise. With a common gauge origin at the oxygen nucleus the CCSD isotropic values are 124.45, 27.33 and 26.99 ppm, and with the origin at \((1,2,3)\) bohr they are 148.68, 129.15 and 60.83 ppm. The value for H1 changes by \(129.15-27.33=101.82\) ppm, about three times its GIAO shielding. Even with the origin on its own nucleus, the oxygen value lies \(316.22-124.45=191.77\) ppm below the GIAO one, a difference that would vanish if the span of the basis contained the functions \(\mathbf r\chi_\nu\).
